# Genealogical spin functions from products of spin-1/2 Clebsch-Gordan factors: test program

```python
# Result under test: genealogical (Yamanouchi-Kotani) spin functions of N spins 1/2.
# A path S_1, S_2, ..., S_N = S (steps +-1/2, never negative) and a projection M
# define one function; its coefficient on a product of alpha/beta spins is the
# product of spin-1/2 Clebsch-Gordan factors along the path.  The functions are
# orthonormal joint eigenfunctions of S_z and all partial S_k^2, and their number
# at fixed S, M is C(N, N/2-S) - C(N, N/2-S-1).
# Conventions: spin in units of hbar; the code stores doubled integers
# (a = 2S, m = 2M, sigma = +1 for alpha, -1 for beta); electron 1 is leftmost.
# A "signed square" is sign(c)*c^2, an exact rational number for each coefficient c.
from fractions import Fraction
from itertools import product
from math import comb, sqrt
import numpy as np
from sympy import Rational, N as numeric
from sympy.physics.wigner import clebsch_gordan


def step_factor(a_old, a_new, m_new, sigma):
    """Signed square of the factor that adds one electron."""
    if a_new == a_old + 1:
        return Fraction(a_new + sigma * m_new, 2 * a_new)
    return Fraction(-sigma * (a_new - sigma * m_new + 2), 2 * a_new + 4)


def make_paths(n, a_final):
    """All branching-diagram paths of n electrons ending at a_final."""
    if a_final < 0 or a_final > n:
        return []
    if n == 0:
        return [()]
    return [p + (a_final,) for a_old in (a_final - 1, a_final + 1)
            for p in make_paths(n - 1, a_old)]


def signed_square(path, spins):
    """Exact signed square of one coefficient; stops at the first zero."""
    a_old, m, value = 0, 0, Fraction(1)
    for a_new, sigma in zip(path, spins):
        m += sigma
        factor = step_factor(a_old, a_new, m, sigma)
        if factor == 0:
            return Fraction(0)
        value *= factor
        a_old = a_new
    return value


def to_float(square):
    return float(np.sign(square.numerator)) * sqrt(abs(square))


def spin_vector(path, m, strings):
    return np.array([to_float(signed_square(path, s)) if sum(s) == m else 0.0
                     for s in strings])


def count_formula(n, a):
    downs = (n - a) // 2
    return comb(n, downs) - (comb(n, downs - 1) if downs > 0 else 0)


def spin_matrices(n, k):
    """S_z, S_+ and S^2 of the first k of n electrons, from the definition."""
    sz1, sp1 = np.diag([0.5, -0.5]), np.array([[0.0, 1.0], [0.0, 0.0]])
    def total(op):
        return sum(np.kron(np.kron(np.eye(2**i), op), np.eye(2**(n - i - 1)))
                   for i in range(k))
    sz, sp = total(sz1), total(sp1)
    return sz, sp, sp.T @ sp + sz @ sz + sz


def swap_matrix(strings, q):
    """Exchange of electrons at positions q and q+1 (counted from zero)."""
    index = {s: i for i, s in enumerate(strings)}
    matrix = np.zeros((len(strings), len(strings)))
    for s, i in index.items():
        t = list(s)
        t[q], t[q + 1] = t[q + 1], t[q]
        matrix[index[tuple(t)], i] = 1.0
    return matrix


# Factors against a general Clebsch-Gordan routine, including phases.
for a_old in range(6):
    for a_new in (a_old - 1, a_old + 1):
        if a_new < 0:
            continue
        for m in range(-a_new, a_new + 1, 2):
            for sigma in (1, -1):
                reference = 0.0
                if abs(m - sigma) <= a_old:
                    reference = float(numeric(clebsch_gordan(
                        Rational(a_old, 2), Rational(1, 2), Rational(a_new, 2),
                        Rational(m - sigma, 2), Rational(sigma, 2), Rational(m, 2))))
                ours = to_float(step_factor(a_old, a_new, m, sigma))
                assert abs(ours - reference) < 1e-12

# Number of functions: path enumeration and degeneracies of diagonalized S^2.
for n in range(1, 13):
    for a in range(n % 2, n + 1, 2):
        assert len(make_paths(n, a)) == count_formula(n, a)
for n in range(1, 8):
    levels = np.linalg.eigvalsh(spin_matrices(n, n)[2])
    for a in range(n % 2, n + 1, 2):
        degeneracy = int(np.sum(abs(levels - a * (a + 2) / 4) < 1e-8))
        assert degeneracy == (a + 1) * count_formula(n, a)

# Reflection argument: count walks that go below zero by listing all walks.
for n in (7, 8):
    for a in range(n % 2, n + 1, 2):
        bad = sum(1 for w in product((1, -1), repeat=n)
                  if sum(w) == a and min(np.cumsum(w)) < 0)
        downs = (n - a) // 2
        assert bad == (comb(n, downs - 1) if downs > 0 else 0)

# Complete set for six electrons against explicit spin matrices.
n_test = 6
strings6 = list(product((1, -1), repeat=n_test))
labels = [(p, m) for a in range(0, n_test + 1, 2)
          for p in make_paths(n_test, a) for m in range(-a, a + 1, 2)]
basis = np.array([spin_vector(p, m, strings6) for p, m in labels]).T
assert basis.shape == (2**n_test, 2**n_test)
orthonormality_error = np.max(abs(basis.T @ basis - np.eye(2**n_test)))
assert orthonormality_error < 1e-12
eigen_error = 0.0
for k in range(1, n_test + 1):
    s2 = spin_matrices(n_test, k)[2]
    values = np.array([p[k - 1] * (p[k - 1] + 2) / 4 for p, m in labels])
    eigen_error = max(eigen_error, np.max(abs(s2 @ basis - basis * values)))
sz, sp, s2 = spin_matrices(n_test, n_test)
eigen_error = max(eigen_error, np.max(abs(
    sz @ basis - basis * np.array([m / 2 for p, m in labels]))))
assert eigen_error < 1e-12
position = {label: i for i, label in enumerate(labels)}
for (p, m), i in position.items():
    a = p[-1]
    expected = np.zeros(2**n_test)
    if m > -a:
        expected = sqrt((a + m) * (a - m + 2)) / 2 * basis[:, position[(p, m - 2)]]
    assert np.max(abs(sp.T @ basis[:, i] - expected)) < 1e-12

# Exchange of neighbours: relabelled electrons against the derived 2x2 blocks.
exchange_error = 0.0
for q in range(n_test - 1):
    actual = basis.T @ swap_matrix(strings6, q) @ basis
    derived = np.zeros_like(actual)
    for (p, m), i in position.items():
        before = p[q - 1] if q > 0 else 0
        if p[q + 1] != before:
            derived[i, i] = 1.0
            continue
        derived[i, i] = (-1.0 if p[q] > before else 1.0) / (before + 1)
        partner_spin = 2 * before - p[q]
        if partner_spin >= 0:
            partner = p[:q] + (partner_spin,) + p[q + 1:]
            derived[position[(partner, m)], i] = sqrt(before * (before + 2)) / (before + 1)
    exchange_error = max(exchange_error, np.max(abs(actual - derived)))
assert exchange_error < 1e-12

# Joint eigenvectors found numerically for five electrons, M = 1/2.
n, a_ex, m_ex = 5, 1, 1
strings5 = list(product((1, -1), repeat=n))
sector = [i for i, s in enumerate(strings5) if sum(s) == m_ex]
weights = [1.0, sqrt(2), sqrt(3), sqrt(5), sqrt(7)]
mixed = sum(w * spin_matrices(n, k + 1)[2] for k, w in enumerate(weights))
values, vectors = np.linalg.eigh(mixed[np.ix_(sector, sector)])
assert np.min(np.diff(values)) > 1e-3
all_paths5 = [p for a in (1, 3, 5) for p in make_paths(n, a)]
assert len(all_paths5) == len(sector)
for p in all_paths5:
    target = sum(w * a * (a + 2) / 4 for w, a in zip(weights, p))
    j = int(np.argmin(abs(values - target)))
    assert abs(values[j] - target) < 1e-9
    ours = spin_vector(p, m_ex, strings5)[sector]
    assert abs(abs(ours @ vectors[:, j]) - 1) < 1e-10
    for row, i in enumerate(sector):
        allowed = all(abs(mk) <= ak for mk, ak in zip(np.cumsum(strings5[i]), p))
        assert (abs(vectors[row, j]) > 1e-8) == allowed


# Worked example and printed numbers.
def half(x):
    return str(Fraction(x, 2))


def letters(s):
    return "".join("a" if x == 1 else "b" for x in s)


print("All spins in units of hbar; a = alpha, b = beta")
print("Branching numbers f(N,S), dimensionless:")
for k in range(1, 7):
    row = [(a, len(make_paths(k, a))) for a in range(k % 2, k + 1, 2)]
    total = sum((a + 1) * f for a, f in row)
    print(f" N={k}: " + ", ".join(f"S={half(a)}:{f}" for a, f in row)
          + f"; sum (2S+1)f = {total}")
paths5 = make_paths(n, a_ex)
downs = (n - a_ex) // 2
print(f"Example N={n}, S={half(a_ex)}, M={half(m_ex)}: "
      f"{comb(n, downs)} - {comb(n, downs - 1)} = {count_formula(n, a_ex)} functions")
for i, p in enumerate(paths5, 1):
    print(f" X{i}: S_k = " + ", ".join(half(a) for a in p))
print("Signed squares sign(c)*c^2 (dimensionless), columns X1..X5:")
nonzero = 0
for i in sector:
    row = [signed_square(p, strings5[i]) for p in paths5]
    nonzero += sum(x != 0 for x in row)
    print(f" {letters(strings5[i])} " + " ".join(f"{str(x):>6}" for x in row))
print(f"Nonzero coefficients: {nonzero} of {len(sector) * len(paths5)}")

trace_path, trace_string = (1, 2, 3, 2, 1), (1, 1, -1, -1, 1)
print(f"Trace of X{paths5.index(trace_path) + 1} on {letters(trace_string)}:")
a_old, m = 0, 0
for k, (a_new, sigma) in enumerate(zip(trace_path, trace_string), 1):
    m += sigma
    print(f" k={k}: S_k={half(a_new)}, M_k={half(m)}, signed square of factor = "
          f"{step_factor(a_old, a_new, m, sigma)}")
    a_old = a_new
square = signed_square(trace_path, trace_string)
print(f" product = {square}, coefficient c = {to_float(square):.6f}")

functions5 = np.array([spin_vector(p, m_ex, strings5) for p in paths5]).T
exchange = functions5.T @ swap_matrix(strings5, 2) @ functions5
print("Exchange matrix of electrons 3 and 4, rows and columns X1..X5:")
for row in exchange:
    print(" " + " ".join(f"{(0.0 if abs(x) < 1e-12 else x):9.6f}" for x in row))
print(f"N=6 largest orthonormality error: {orthonormality_error:.1e}")
print(f"N=6 largest eigenvalue-equation error: {eigen_error:.1e}")
print(f"N=6 largest exchange-matrix error: {exchange_error:.1e}")
print("all tests passed")
```

Running it gives:

```
All spins in units of hbar; a = alpha, b = beta
Branching numbers f(N,S), dimensionless:
 N=1: S=1/2:1; sum (2S+1)f = 2
 N=2: S=0:1, S=1:1; sum (2S+1)f = 4
 N=3: S=1/2:2, S=3/2:1; sum (2S+1)f = 8
 N=4: S=0:2, S=1:3, S=2:1; sum (2S+1)f = 16
 N=5: S=1/2:5, S=3/2:4, S=5/2:1; sum (2S+1)f = 32
 N=6: S=0:5, S=1:9, S=2:5, S=3:1; sum (2S+1)f = 64
Example N=5, S=1/2, M=1/2: 10 - 5 = 5 functions
 X1: S_k = 1/2, 0, 1/2, 0, 1/2
 X2: S_k = 1/2, 1, 1/2, 0, 1/2
 X3: S_k = 1/2, 0, 1/2, 1, 1/2
 X4: S_k = 1/2, 1, 1/2, 1, 1/2
 X5: S_k = 1/2, 1, 3/2, 1, 1/2
Signed squares sign(c)*c^2 (dimensionless), columns X1..X5:
 aaabb      0      0      0      0    1/2
 aabab      0      0      0    4/9  -1/18
 aabba      0    1/3      0   -1/9  -1/18
 abaab      0      0    1/3   -1/9  -1/18
 ababa    1/4  -1/12  -1/12   1/36  -1/18
 abbaa   -1/4  -1/12  -1/12  -1/36   1/18
 baaab      0      0   -1/3   -1/9  -1/18
 baaba   -1/4  -1/12   1/12   1/36  -1/18
 babaa    1/4  -1/12   1/12  -1/36   1/18
 bbaaa      0    1/3      0    1/9   1/18
Nonzero coefficients: 35 of 50
Trace of X5 on aabba:
 k=1: S_k=1/2, M_k=1/2, signed square of factor = 1
 k=2: S_k=1, M_k=1, signed square of factor = 1
 k=3: S_k=3/2, M_k=1/2, signed square of factor = 1/3
 k=4: S_k=1, M_k=0, signed square of factor = 1/2
 k=5: S_k=1/2, M_k=1/2, signed square of factor = -1/3
 product = -1/18, coefficient c = -0.235702
Exchange matrix of electrons 3 and 4, rows and columns X1..X5:
 -1.000000  0.000000  0.000000  0.000000  0.000000
  0.000000  1.000000  0.000000  0.000000  0.000000
  0.000000  0.000000  1.000000  0.000000  0.000000
  0.000000  0.000000  0.000000  0.333333  0.942809
  0.000000  0.000000  0.000000  0.942809 -0.333333
N=6 largest orthonormality error: 3.3e-16
N=6 largest eigenvalue-equation error: 1.1e-15
N=6 largest exchange-matrix error: 3.3e-16
all tests passed
```
